**Grand-potential hull under O₂ gas and the Ellingham line**

The program tests that metals A and B in contact with O₂ form the solids on the lower convex hull of φ = (G − μ_O N_O)/(N_A + N_B), where G is the Gibbs energy of a solid, N_A, N_B and N_O are its atom numbers, and μ_O is half the chemical potential of O₂. It asserts that the ideal-gas formula agrees with explicit sums over translational, rotational and vibrational levels, once the leading rotor correction is included. The hull is compared with linear programming for solids plus gas, and with the Legendre transform of the system closed to oxygen. For one metal, the switching pressure p* found on the hull must satisfy kT ln(p*/1 bar) = ΔG°(T), the standard reaction energy per O₂. For B/BO, p* must also agree within 0.2 % with the pressure found by minimizing the Helmholtz energy of a closed vessel. The O₂ constants come from PBE/def2-TZVP, while the solids are a model with round parameters. The output shows that at 1000 K and 10⁻⁴ bar the stable solids are A₂O₃, ABO₂ and B, and that the A/AO line lies at −3.152 eV per O₂ at 1000 K.

## Numerical check

```python
# Result under test: for metals A, B in contact with O2 gas, the stable solids
# are the vertices of the lower convex hull, over x = N_B/(N_A+N_B), of
#     phi = (G - mu_O*N_O)/(N_A+N_B),   mu_O = mu_O2(T,p)/2,
# and for one metal the switching pressure p* of metal and oxide obeys
#     kT ln(p*/p0) = DeltaG0(T)  per O2 molecule   (the Ellingham line).
# G: Gibbs energy of a solid per formula unit; T: temperature; p0 = 1 bar.
# Energies are in eV; the zero for oxygen is O2 with its zero-point energy.
# O2 constants are computed with PBE/def2-TZVP; the solids are a round model.
import numpy as np
from scipy import constants as const
from scipy.optimize import linprog, minimize_scalar, brentq
from scipy.special import gammaln
from pyscf import gto, dft

K_EV = const.k / const.e
P0 = 1.0e5
BOHR = const.physical_constants["Bohr radius"][0]
HARTREE = const.physical_constants["Hartree energy"][0]
KJ_PER_MOL = const.e * const.N_A / 1000.0

# ---------- O2 molecule: bond length and harmonic vibration ----------
density = None


def o2_energy(r_angstrom):
    """Triplet O2 energy in hartree; also returns the mass of one O atom."""
    global density
    mol = gto.M(atom=f"O 0 0 0; O 0 0 {r_angstrom:.10f}",
                basis="def2-tzvp", spin=2, verbose=0)
    mf = dft.UKS(mol)
    mf.xc = "pbe"
    mf.conv_tol = 1e-10
    energy = mf.kernel(dm0=density)
    assert mf.converged
    density = mf.make_rdm1()
    return energy, mol.atom_mass_list(isotope_avg=True)[0]


r_center, r_step = 1.22, 0.03
offsets = np.arange(-2, 3)
scans = [o2_energy(r_center + r_step * s) for s in offsets]
mass_o = scans[0][1] * const.atomic_mass
energies = np.array([s[0] for s in scans])
poly = np.poly1d(np.polyfit(offsets, energies - energies[2], 4))
roots = poly.deriv().roots
real_roots = roots[np.abs(roots.imag) < 1e-9].real
s_min = real_roots[np.argmin(np.abs(real_roots))]
bond = r_center + r_step * s_min
assert abs(s_min) < 2 and poly.deriv(2)(s_min) > 0
# integration-grid noise and interpolation error are of microhartree size
assert abs(o2_energy(bond)[0] - energies[2] - poly(s_min)) < 5e-6
force_constant = poly.deriv(2)(s_min) * HARTREE / (r_step * 1e-10) ** 2
omega = np.sqrt(force_constant / (mass_o / 2))
theta_v = const.hbar * omega / const.k
inertia = mass_o / 2 * (bond * 1e-10) ** 2
theta_r = const.hbar ** 2 / (2 * inertia * const.k)
mass_o2 = 2 * mass_o


# ---------- ideal-gas chemical potential ----------
def log_z(T):
    trans = (2 * np.pi * mass_o2 * const.k * T / const.h ** 2) ** 1.5
    return np.log(3 * trans * const.k * T / P0 * T / (2 * theta_r)
                  / (1 - np.exp(-theta_v / T)))


def mu_o2(T, log_p=0.0):
    """Per O2 molecule; log_p = ln(p/p0)."""
    return K_EV * T * (log_p - log_z(T))


def entropy_o2(T):
    u = theta_v / T
    return K_EV * (log_z(T) + 3.5 + u / np.expm1(u))


def explicit_log_q(T, edge):
    """ln of the one-molecule partition function from sums over levels."""
    unit = const.h ** 2 / (8 * mass_o2 * edge ** 2 * const.k * T)
    n = np.arange(1, int(np.sqrt(50 / unit)))
    J = np.arange(1, 400, 2)
    v = np.arange(300)
    return (3 * np.log(np.exp(-unit * n.astype(float) ** 2).sum())
            + np.log(((2 * J + 1) * np.exp(-theta_r * J * (J + 1) / T)).sum())
            + np.log(np.exp(-theta_v * v / T).sum()) + np.log(3))


EDGE = 1e-6
rotor_shift = -K_EV * theta_r / 3
for T in (300.0, 1000.0, 1500.0):
    count = P0 * EDGE ** 3 / (const.k * T)
    add_one = gammaln(count + 1) - gammaln(count)
    explicit = -K_EV * T * (explicit_log_q(T, EDGE) - add_one)
    # remaining difference: finite box and higher rotor corrections
    assert abs(explicit - mu_o2(T) - rotor_shift) < 5e-6
    slope = (mu_o2(T + 0.1) - mu_o2(T - 0.1)) / 0.2
    assert abs(slope + entropy_o2(T)) < 1e-8

# ---------- model solids ----------
# name: (N_A, N_B, N_O, formation energy at T=0 in eV, Einstein temp. in K)
PHASES = {
    "A": (1, 0, 0, 0.0, 300.0),
    "B": (0, 1, 0, 0.0, 250.0),
    "AB": (1, 1, 0, -0.2, 280.0),
    "AO": (1, 0, 1, -2.5, 450.0),
    "A2O3": (2, 0, 3, -6.7, 500.0),
    "BO": (0, 1, 1, -1.2, 400.0),
    "ABO2": (1, 1, 2, -4.1, 450.0),
}


def gibbs(name, T):
    a, b, o, e0, theta = PHASES[name]
    return e0 + 3 * (a + b + o) * K_EV * T * np.log(-np.expm1(-theta / T))


def entropy_solid(name, T):
    a, b, o, _, theta = PHASES[name]
    u = theta / T
    return 3 * (a + b + o) * K_EV * (u / np.expm1(u) - np.log(-np.expm1(-u)))


def grand(name, T, mu, per_atom=False):
    a, b, o = PHASES[name][:3]
    return (gibbs(name, T) - mu * o) / (a + b + (o if per_atom else 0))


def equilibrium(x, T, mu, per_atom=False):
    """Phases at metal fraction x and their shares of the metal atoms."""
    lowest = {}
    for name, (a, b, *_) in PHASES.items():
        point = (b / (a + b), grand(name, T, mu, per_atom), name)
        if point[0] not in lowest or point[1] < lowest[point[0]][1]:
            lowest[point[0]] = point
    chain = []
    for p in (lowest[key] for key in sorted(lowest)):
        while len(chain) > 1:
            q, r = chain[-2], chain[-1]
            turn = (r[0]-q[0])*(p[1]-q[1]) - (r[1]-q[1])*(p[0]-q[0])
            if turn > 0:
                break
            chain.pop()
        chain.append(p)
    for p in chain:
        if abs(p[0] - x) < 1e-12:
            return {p[2]: 1.0}
    for q, r in zip(chain, chain[1:]):
        if q[0] < x < r[0]:
            w = (x - q[0]) / (r[0] - q[0])
            return {q[2]: 1 - w, r[2]: w}


def hull_value(x, T, mu):
    return sum(w * grand(n, T, mu) for n, w in equilibrium(x, T, mu).items())


def oxygen_per_metal(mix):
    return sum(w * PHASES[n][2] / sum(PHASES[n][:2]) for n, w in mix.items())


def gibbs_per_metal(mix, T):
    return sum(w * gibbs(n, T) / sum(PHASES[n][:2]) for n, w in mix.items())


def minimum_gibbs(x, y, T, gas=None):
    """Closed-system minimum by linear programming; gas = mu of O2 or None."""
    cost = [gibbs(n, T) for n in PHASES]
    columns = [PHASES[n][:3] for n in PHASES]
    if gas is not None:
        cost.append(gas)
        columns.append((0, 0, 2))
    res = linprog(cost, A_eq=np.array(columns, float).T,
                  b_eq=[1 - x, x, y], method="highs")
    assert res.status == 0
    return res.fun


def switch_point(is_before, low, high):
    assert is_before(low) and not is_before(high)
    for _ in range(60):
        mid = (low + high) / 2
        if is_before(mid):
            low = mid
        else:
            high = mid
    return (low + high) / 2


# open hull against solids plus a large amount of gas
hull_error = 0.0
for T in (700.0, 1000.0, 1300.0):
    for log_p in (-40.0, -20.0, -9.0, -4.0, 0.0):
        gas = mu_o2(T, log_p)
        for x in (0.0, 0.2, 0.5, 0.8, 1.0):
            direct = minimum_gibbs(x, 5.0, T, gas) - 5.0 * gas / 2
            hull_error = max(hull_error,
                             abs(direct - hull_value(x, T, gas / 2)))
assert hull_error < 1e-6

# open hull against the Legendre transform of the closed hull at x = 1/2
T_EX, P_EX = 1000.0, 1e-4
y_grid = np.linspace(0, 1.25, 26)
g_closed = np.array([minimum_gibbs(0.5, y, T_EX) for y in y_grid])
for mu in (-2.9, -2.2, -1.7, -1.4, -1.0):
    transformed = (g_closed - mu * y_grid).min()
    assert abs(transformed - hull_value(0.5, T_EX, mu)) < 1e-6
    slope = (hull_value(0.5, T_EX, mu + 1e-5)
             - hull_value(0.5, T_EX, mu - 1e-5)) / 2e-5
    assert abs(slope + oxygen_per_metal(equilibrium(0.5, T_EX, mu))) < 1e-6

# sequence of assemblages at x = 1/2
mu_scan = np.linspace(-3.0, -0.8, 221)
mixes = [equilibrium(0.5, T_EX, mu) for mu in mu_scan]
transitions = []
for i in range(len(mu_scan) - 1):
    old, new = mixes[i], mixes[i + 1]
    if set(old) != set(new):
        found = switch_point(
            lambda m: set(equilibrium(0.5, T_EX, m)) == set(old),
            mu_scan[i], mu_scan[i + 1])
        dy = oxygen_per_metal(new) - oxygen_per_metal(old)
        dg = gibbs_per_metal(new, T_EX) - gibbs_per_metal(old, T_EX)
        assert dy > 0 and abs(found - dg / dy) < 1e-9
        transitions.append((old, new, found))
wrong = sum(set(equilibrium(0.5, T_EX, mu, True)) != set(mix)
            for mu, mix in zip(mu_scan, mixes))
assert wrong > 0


# ---------- Ellingham line ----------
def delta_g0(metal, oxide, T):
    n_metal, n_o = sum(PHASES[oxide][:2]), PHASES[oxide][2]
    return 2 / n_o * (gibbs(oxide, T) - n_metal * gibbs(metal, T)) - mu_o2(T)


def hull_ellingham(metal, T):
    """kT ln(p*/p0) at which the pure metal leaves the open hull."""
    x = float(PHASES[metal][1])
    log_p = switch_point(
        lambda lp: metal in equilibrium(x, T, mu_o2(T, lp) / 2), -250., 60.)
    return K_EV * T * log_p


T_LIST = np.arange(600.0, 1401.0, 200.0)
for T in T_LIST:
    assert abs(hull_ellingham("A", T) - delta_g0("A", "AO", T)) < 1e-9
    assert abs(hull_ellingham("B", T) - delta_g0("B", "BO", T)) < 1e-9
    assert delta_g0("A", "A2O3", T) > delta_g0("A", "AO", T)

solid_part = 2 * (entropy_solid("AO", T_EX) - entropy_solid("A", T_EX))
slope_formula = entropy_o2(T_EX) - solid_part
slope_hull = (hull_ellingham("A", T_EX + 1) - hull_ellingham("A", T_EX - 1)) / 2
assert abs(slope_formula - slope_hull) < 1e-8
assert entropy_o2(T_EX) > 2 * abs(solid_part)
intercept = delta_g0("A", "AO", T_EX) - T_EX * slope_formula
T_fine = np.linspace(600, 1400, 81)
line = np.array([delta_g0("A", "AO", T) for T in T_fine])
bend = np.abs(line - np.polyval(np.polyfit(T_fine, line, 1), T_fine)).max()

# closed rigid vessel with B, BO and gas: minimize the Helmholtz energy
log_q = explicit_log_q(T_EX, EDGE)
bound_o2 = 2 * (gibbs("BO", T_EX) - gibbs("B", T_EX))


def vessel_energy(log_n):
    n = np.exp(log_n)
    return K_EV * T_EX * (gammaln(n + 1) - n * log_q) - n * bound_o2


best = minimize_scalar(vessel_energy, bounds=(np.log(10), np.log(1e8)),
                       method="bounded", options={"xatol": 1e-9})
p_vessel = np.exp(best.x) * const.k * T_EX / EDGE ** 3 / P0
p_formula = np.exp(delta_g0("B", "BO", T_EX) / (K_EV * T_EX))
# the high-temperature rotor formula alone shifts p by theta_r/(3T)
assert abs(p_vessel / p_formula - 1) < 2e-3

# shift of the threshold of A by alloying with B
alloy_g = gibbs("AB", T_EX) - gibbs("A", T_EX) - gibbs("B", T_EX)
assert set(transitions[0][0]) == {"AB"}
alloy_shift = (2 * transitions[0][2] - mu_o2(T_EX)
               - delta_g0("A", "AO", T_EX))
assert abs(alloy_shift + 2 * alloy_g) < 1e-8

# decomposition temperature of BO at 0.2 bar
P_DEC = 0.2
T_dec = brentq(lambda T: delta_g0("B", "BO", T) - K_EV * T * np.log(P_DEC),
               600, 2500)
for T, phase in ((T_dec - 1, "BO"), (T_dec + 1, "B")):
    assert phase in equilibrium(1.0, T, mu_o2(T, np.log(P_DEC)) / 2)

# example condition: B is oxidized only through the mixed oxide
mu_ex = mu_o2(T_EX, np.log(P_EX)) / 2
assert set(equilibrium(1.0, T_EX, mu_ex)) == {"B"}
assert set(equilibrium(0.5, T_EX, mu_ex)) == {"ABO2"}

# ---------- output ----------
print(f"O2 PBE/def2-TZVP bond length: {bond:.4f} angstrom")
print(f"O2 harmonic wavenumber: {omega/(2*np.pi*const.c*100):.1f} cm^-1")
print(f"theta_v = {theta_v:.1f} K, theta_r = {theta_r:.4f} K")
print(f"Leading rotor correction to mu_O2: {rotor_shift*1000:.4f} meV")
for T in (300.0, 1000.0, 1500.0):
    print(f"mu_O at {T:.0f} K, 1 bar: {mu_o2(T)/2:.4f} eV")
print(f"pV of a 20 cubic-angstrom solid at 1 bar: {P0*20e-30/const.e:.2e} eV")
print("Model: phase, E_form (eV/f.u.), Einstein T (K), G at 1000 K (eV/f.u.)")
for name, data in PHASES.items():
    print(f"  {name:5s} {data[3]:6.2f} {data[4]:6.0f} {gibbs(name,T_EX):9.4f}")
print(f"Example: T = {T_EX:.0f} K, p = {P_EX:.0e} bar, mu_O = {mu_ex:.4f} eV")
print("Phase, x, phi and height above hull (eV per metal atom)")
for name, (a, b, *_) in PHASES.items():
    phi = grand(name, T_EX, mu_ex)
    above = phi - hull_value(b / (a + b), T_EX, mu_ex)
    print(f"  {name:5s} {b/(a+b):.1f} {phi:9.4f} {above:8.4f}")
tie = (grand("A2O3", T_EX, mu_ex) + grand("B", T_EX, mu_ex)) / 2
print(f"ABO2 minus A2O3-B tie line: {grand('ABO2',T_EX,mu_ex)-tie:.4f} "
      "eV per metal atom")
print("Switches at x = 1/2, 1000 K: mu_O (eV), p (bar)")
for old, new, mu in transitions:
    p = np.exp((2 * mu - mu_o2(T_EX)) / (K_EV * T_EX))
    print(f"  {'+'.join(old)} -> {'+'.join(new)}: {mu:.4f}, {p:.3e}")
print(f"Wrong phases if divided by all atoms: {wrong} of {len(mu_scan)} "
      f"mu_O values from {mu_scan[0]:.1f} to {mu_scan[-1]:.1f} eV")
print("Ellingham A/AO: T (K), DeltaG0 (eV per O2), (kJ/mol O2), log10(p*/bar)")
for T in T_LIST:
    dg = delta_g0("A", "AO", T)
    print(f"  {T:.0f} {dg:.4f} {dg*KJ_PER_MOL:.1f} "
          f"{dg/(K_EV*T*np.log(10)):.2f}")
print(f"Slope at 1000 K: {slope_formula*1000:.4f} meV/K per O2")
print(f"  gas entropy {entropy_o2(T_EX)*1000:.4f}, "
      f"solid part {solid_part*1000:.4f} meV/K per O2")
print(f"Tangent intercept DeltaH0(1000 K): {intercept:.4f} eV per O2")
print(f"Largest deviation from fitted line, 600-1400 K: {bend*1000:.2f} meV")
print(f"Metastable A/A2O3 DeltaG0 at 1000 K: {delta_g0('A','A2O3',T_EX):.4f} "
      "eV per O2")
print(f"B/BO DeltaG0 at 1000 K: {delta_g0('B','BO',T_EX):.4f} eV per O2")
print(f"B/BO p*: formula {p_formula:.4e}, vessel {p_vessel:.4e} bar")
print(f"Alloy AB: formation G {alloy_g:.4f} eV, "
      f"shift of A threshold {alloy_shift:.4f} eV per O2")
print(f"BO decomposes at {P_DEC} bar O2 above {T_dec:.1f} K")
print("no test failed")
```

Output:

```
O2 PBE/def2-TZVP bond length: 1.2188 angstrom
O2 harmonic wavenumber: 1555.8 cm^-1
theta_v = 2238.5 K, theta_r = 2.0412 K
Leading rotor correction to mu_O2: -0.0586 meV
mu_O at 300 K, 1 bar: -0.2741 eV
mu_O at 1000 K, 1 bar: -1.0999 eV
mu_O at 1500 K, 1 bar: -1.7508 eV
pV of a 20 cubic-angstrom solid at 1 bar: 1.25e-05 eV
Model: phase, E_form (eV/f.u.), Einstein T (K), G at 1000 K (eV/f.u.)
  A       0.00    300   -0.3491
  B       0.00    250   -0.3900
  AB     -0.20    280   -0.9289
  AO     -2.50    450   -3.0248
  A2O3   -6.70    500   -7.9057
  BO     -1.20    400   -1.7737
  ABO2   -4.10    450   -5.1497
Example: T = 1000 K, p = 1e-04 bar, mu_O = -1.4968 eV
Phase, x, phi and height above hull (eV per metal atom)
  A     0.0   -0.3491   1.3586
  B     1.0   -0.3900   0.0000
  AB    0.5   -0.4644   0.6136
  AO    0.0   -1.5281   0.1796
  A2O3  0.0   -1.7077   0.0000
  BO    1.0   -0.2769   0.1131
  ABO2  0.5   -1.0781   0.0000
ABO2 minus A2O3-B tie line: -0.0292 eV per metal atom
Switches at x = 1/2, 1000 K: mu_O (eV), p (bar)
  AB -> AO+B: -2.4860, 1.070e-14
  AO+B -> A2O3+B: -1.8560, 2.395e-08
  A2O3+B -> ABO2: -1.6136, 6.642e-06
  ABO2 -> A2O3+BO: -1.1538, 2.867e-01
Wrong phases if divided by all atoms: 141 of 221 mu_O values from -3.0 to -0.8 eV
Ellingham A/AO: T (K), DeltaG0 (eV per O2), (kJ/mol O2), log10(p*/bar)
  600 -3.8844 -374.8 -32.63
  800 -3.5143 -339.1 -22.14
  1000 -3.1517 -304.1 -15.88
  1200 -2.7949 -269.7 -11.74
  1400 -2.4428 -235.7 -8.79
Slope at 1000 K: 1.7975 meV/K per O2
  gas entropy 2.5245, solid part 0.7270 meV/K per O2
Tangent intercept DeltaH0(1000 K): -4.9492 eV per O2
Largest deviation from fitted line, 600-1400 K: 8.61 meV
Metastable A/A2O3 DeltaG0 at 1000 K: -2.6051 eV per O2
B/BO DeltaG0 at 1000 K: -0.5675 eV per O2
B/BO p*: formula 1.3800e-03, vessel 1.3809e-03 bar
Alloy AB: formation G -0.1898 eV, shift of A threshold 0.3796 eV per O2
BO decomposes at 0.2 bar O2 above 1226.3 K
no test failed
```
